# Symmetry-Allowed Linear Magnetoelectric Tensors by Signed Group Averaging: verification in Python

```python
"""
Result under test: the linear magnetoelectric tensor alpha, defined by
P_i = alpha_ij H_j and mu0 M_j = alpha_ij E_i, is allowed by symmetry exactly
when it is unchanged by the average of tau*det(R)*kron(R,R) over the magnetic
point group. R: orthogonal matrix; tau = -1 with time reversal, else +1.
For Cr2O3 (moments + - + - along z) this gives diag(a_perp, a_perp, a_par).
Independent road: thermal moments of spin-3/2 ions in ligand fields computed
from atomic positions, differentiated with respect to a Cr-O displacement.
Energies are in meV, lengths in angstrom, moments m = -<S> in units of g*mu_B.
"""
import itertools
from collections import Counter
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space

# Rounded corundum structure in the hexagonal cell.
a_len, c_len, z_cr, x_ox = 4.96, 13.6, 0.348, 0.306
cell = np.array([[a_len, -a_len / 2, 0],
                 [0, a_len * np.sqrt(3) / 2, 0],
                 [0, 0, c_len]])
centering = np.array([[0, 0, 0], [2/3, 1/3, 1/3], [1/3, 2/3, 2/3]])
chain = [0.5 - z_cr, z_cr, 1 - z_cr, 0.5 + z_cr]
cr = np.array([np.array([0, 0, h]) + t for h in chain for t in centering])
ox_base = np.array([[x_ox, 0, .25], [0, x_ox, .25], [-x_ox, -x_ox, .25],
                    [-x_ox, 0, .75], [0, -x_ox, .75], [x_ox, x_ox, .75]])
ox = np.array([p + t for p in ox_base for t in centering])
cr, ox = cr % 1, ox % 1
volume = abs(np.linalg.det(cell))
n_cr = len(cr)


def site_map(points, w, shift):
    """Permutation of equivalent sites, or None if the sites do not match."""
    diff = (points @ w.T + shift)[:, None] - points[None]
    diff -= np.round(diff)
    match = np.all(np.abs(diff) < 1e-7, axis=2)
    return match.argmax(axis=1) if np.all(match.any(axis=1)) else None


trial = np.array(list(itertools.product((-1, 0, 1), repeat=9))).reshape(-1, 3, 3)
metric = cell.T @ cell
image = np.einsum('nji,jk,nkl->nil', trial, metric, trial)
lattice_ops = trial[np.all(np.abs(image - metric) < 1e-7, axis=(1, 2))]
space_ops = []
for w in lattice_ops:
    rot = cell @ w @ np.linalg.inv(cell)
    maps = []
    for target in cr:
        shift = target - w @ cr[0]
        perm = site_map(cr, w, shift)
        if perm is not None and site_map(ox, w, shift) is not None:
            maps.append(perm)
    if maps:
        space_ops.append((rot, maps))


def magnetic_group(moments):
    group = []
    for rot, maps in space_ops:
        for tau in (1, -1):
            turned = tau * np.linalg.det(rot) * moments @ rot.T
            if any(np.allclose(turned, moments[p], atol=1e-8) for p in maps):
                group.append((rot, tau))
    return group


def action(rot, tau):
    return tau * np.linalg.det(rot) * np.kron(rot, rot)


def projector(group):
    return sum(action(r, t) for r, t in group) / len(group)


ex, ey, ez = np.eye(3)
s_cr = np.repeat([1, -1, 1, -1], 3)
s_fe = np.repeat([1, -1, -1, 1], 3)
orders = {
    'Cr2O3 order +-+- along z': np.outer(s_cr, ez),
    'order +--+ along z': np.outer(s_fe, ez),
    'order +-+- along x': np.outer(s_cr, ex),
    'order +-+- along y': np.outer(s_cr, ey),
    'paramagnet': np.zeros((n_cr, 3)),
}
groups = {name: magnetic_group(m) for name, m in orders.items()}
projs = {name: projector(g) for name, g in groups.items()}
main = 'Cr2O3 order +-+- along z'
dims = {}
for name, p in projs.items():
    assert np.allclose(p @ p, p, atol=1e-10)
    dims[name] = np.linalg.matrix_rank(p, tol=1e-8)
    character = np.mean([t * np.linalg.det(r) * np.trace(r)**2
                         for r, t in groups[name]])
    assert abs(character - dims[name]) < 1e-9
assert list(dims.values()) == [2, 0, 4, 5, 0]

# Solve the invariance equations from hand-written generators of -3'm'.
co, si = np.cos(2*np.pi/3), np.sin(2*np.pi/3)
generators = [(np.array([[co, -si, 0], [si, co, 0], [0, 0, 1]]), 1),
              (np.diag([1., -1., -1.]), 1), (-np.eye(3), -1)]
kernel = null_space(np.vstack([action(r, t) - np.eye(9)
                               for r, t in generators]), rcond=1e-10)
assert kernel.shape[1] == 2
assert np.allclose(kernel @ kernel.T, projs[main], atol=1e-9)
x_try = np.random.default_rng(4).normal(size=(3, 3))
averaged = (projs[main] @ x_try.ravel()).reshape(3, 3)
half = (x_try[0, 0] + x_try[1, 1]) / 2
assert np.allclose(averaged, np.diag([half, half, x_try[2, 2]]), atol=1e-9)

# Spin-3/2 single-ion model with rough, round parameters.
spin, g_factor = 1.5, 2.0
t_neel, w0, r0, power = 310.0, 0.4, 2.0, 5
chi_lattice, ion_charge = 6.0, 3.0
kb = const.k / const.e * 1e3
mu_b = const.physical_constants['Bohr magneton'][0]
exchange = 3 * kb * t_neel / (spin * (spin + 1))
m_val = np.arange(spin, -spin - 1, -1)
raising = np.diag(np.sqrt(spin*(spin+1) - m_val[1:]*(m_val[1:]+1)), 1)
spin_ops = np.array([(raising + raising.T)/2, (raising - raising.T)/2j,
                     np.diag(m_val)])
spin_pairs = np.einsum('iab,jbc->ijac', spin_ops, spin_ops)
images = np.array(list(itertools.product((-1, 0, 1), repeat=3)))


def ligands(cutoff):
    result = []
    for site in cr:
        vec = ((ox[:, None] + images[None] - site).reshape(-1, 3)) @ cell.T
        result.append(vec[np.linalg.norm(vec, axis=1) < cutoff])
    return result


bonds = ligands(2.5)
assert all(len(b) == 6 for b in bonds)


def ligand_tensor(vectors, shift):
    r = vectors - shift
    d = np.linalg.norm(r, axis=1)
    n = r / d[:, None]
    return (n * (w0 * (r0/d)**power)[:, None]).T @ n


def hamiltonian(vectors, shift, field):
    q = ligand_tensor(vectors, shift)
    return (np.tensordot(q, spin_pairs, axes=([0, 1], [0, 1]))
            + np.tensordot(field, spin_ops, axes=(0, 0)))


def density(h, temp):
    e, v = np.linalg.eigh(h)
    p = np.exp(-(e - e[0]) / (kb * temp))
    return (v * (p / p.sum())) @ v.conj().T


def moment(vectors, shift, field, temp):
    rho = density(hamiltonian(vectors, shift, field), temp)
    return -np.einsum('ab,iba->i', rho, spin_ops).real


def site_response(vectors, field, temp, step=1e-4):
    """Rows: displacement direction; columns: moment direction."""
    return np.array([(moment(vectors, step*e, field, temp)
                      - moment(vectors, -step*e, field, temp)) / (2*step)
                     for e in np.eye(3)])


def total_response(moments, field, temp, neighbours=bonds, step=1e-4):
    return sum(site_response(v, field*m, temp, step)
               for v, m in zip(neighbours, moments))


def ordered_moment(temp, loops=600):
    value = spin
    for _ in range(loops):
        value = moment(bonds[0], np.zeros(3), exchange*value*ez, temp)[2]
    return value


def susceptibility(field, temp, step=1e-3):
    return np.array([(moment(bonds[0], np.zeros(3), field*ez + step*e, temp)
                      - moment(bonds[0], np.zeros(3), field*ez - step*e, temp))[i]
                     / (2*step) for i, e in enumerate(np.eye(3))])


assert ordered_moment(1.05*t_neel) < 1e-3 < 0.1 < ordered_moment(0.95*t_neel)
q0 = ligand_tensor(bonds[0], np.zeros(3))
anisotropy = q0[2, 2] - (q0[0, 0] + q0[1, 1]) / 2
assert anisotropy < 0

# Cr displacement per electric field (m per V/m), and conversion to ps/m.
volume_si = volume * 1e-30
mobility = const.epsilon_0*chi_lattice*volume_si/(n_cr*ion_charge*const.e)
to_ps = const.mu_0*g_factor*mu_b/volume_si*1e10*mobility*1e12

temp = 250.0
sigma = ordered_moment(temp)
field = exchange * sigma
one_site = site_response(bonds[0], field*ez, temp)
scale = np.abs(one_site).max()
responses = {}
for name, moments in orders.items():
    resp = total_response(moments, field, temp)
    responses[name] = resp
    assert np.allclose(projs[name] @ resp.ravel(), resp.ravel(),
                       rtol=0, atol=2e-6*scale*n_cr)
    if dims[name]:
        assert np.abs(resp).max() > 1e-2*scale
bare = responses[main]
assert min(abs(bare[0, 0]), abs(bare[2, 2])) > 1e-2*scale
reverse = total_response(-orders[main], field, temp)
assert np.allclose(reverse, -bare, atol=1e-6*scale*n_cr)

# Reciprocity: force response to a magnetic field equals moment response.
h_u, h_b = 1e-4, 1e-2
dh = [(hamiltonian(bonds[0], h_u*e, field*ez)
       - hamiltonian(bonds[0], -h_u*e, field*ez))/(2*h_u) for e in np.eye(3)]


def force(b):
    rho = density(hamiltonian(bonds[0], np.zeros(3), b), temp)
    return np.array([-np.trace(rho @ d).real for d in dh])


inverse = np.array([(force(field*ez + h_b*e) - force(field*ez - h_b*e))/(2*h_b)
                    for e in np.eye(3)]).T
reciprocity_error = np.abs(inverse - one_site).max() / scale
assert reciprocity_error < 1e-5


def relaxed_total(shift, field_change=0.0):
    """Self-consistent total moment; field_change has opposite sign by sublattice."""
    m = sigma * orders[main]
    for _ in range(100):
        up, down = m[s_cr > 0].mean(axis=0), m[s_cr < 0].mean(axis=0)
        new = np.array([moment(v, shift, -exchange*(down if s > 0 else up)
                               * (1 + s*field_change), temp)
                        for v, s in zip(bonds, s_cr)])
        m = (m + new) / 2
    return m.sum(axis=0)


chi = susceptibility(field, temp)
feedback = 1 + exchange * chi
full = np.diag(bare) / feedback
step = 1e-3
for axis in (0, 2):
    e = np.eye(3)[axis]
    direct = (relaxed_total(step*e) - relaxed_total(-step*e))[axis]/(2*step)
    assert abs(direct - full[axis]) < 2e-4*abs(full[axis])
alpha = full * to_ps

cold = 50.0
sigma_cold = ordered_moment(cold)
field_cold = exchange*sigma_cold
alpha_cold = (np.diag(total_response(orders[main], field_cold, cold))
              / (1 + exchange*susceptibility(field_cold, cold)) * to_ps)
ratio, ratio_cold = alpha[2]/alpha[0], alpha_cold[2]/alpha_cold[0]
assert abs(ratio_cold) < 0.5*abs(ratio)

# Sizes of omitted effects and numerical shift.
kappa = 1.0
striction = (relaxed_total(np.zeros(3), kappa*step)
             - relaxed_total(np.zeros(3), -kappa*step))[2]/(2*step)*to_ps
far = np.diag(total_response(orders[main], field, temp, ligands(4.0)))
far_alpha = far/feedback*to_ps
u_field = mobility*1e8*1e10
large = np.diag(total_response(orders[main], field, temp, step=u_field))
nonlinear = np.abs(large/np.diag(bare) - 1)[[0, 2]].max()
halved = np.diag(total_response(orders[main], field, temp, step=5e-5))
step_shift = np.abs(halved/np.diag(bare) - 1)[[0, 2]].max()
assert step_shift < 1e-5
angle = np.deg2rad(1)
tilt = np.array([[np.cos(angle), 0, np.sin(angle)], [0, 1, 0],
                 [-np.sin(angle), 0, np.cos(angle)]])
leak = (tilt @ np.diag(alpha) @ tilt.T)[0, 2]

print(f'Cell a, c: {a_len:.2f}, {c_len:.2f} angstrom; z_Cr, x_O: {z_cr}, {x_ox}')
print(f'Lattice candidates; crystal point operations: {len(lattice_ops)}; {len(space_ops)}')
labels = [i+j for i in 'xyz' for j in 'xyz']
for name in orders:
    allowed = [q for q, d in zip(labels, np.diag(projs[name])) if d > 1e-8]
    print(f'{name}: operations {len(groups[name])}, constants {dims[name]}, '
          f'entries {" ".join(allowed) or "none"}')
classes = Counter((int(round(np.linalg.det(r))), t, int(round(np.trace(r))))
                  for r, t in groups[main])
print('Cr2O3 classes: det, tau, trace, count, contribution to sum')
for (det, tau, tr), count in sorted(classes.items(), reverse=True):
    print(f'  {det:+d}, {tau:+d}, {tr:+d}, {count}, {count*det*tau*tr*tr}')
for name in list(orders)[:2]:
    g = groups[name]
    no_sign = np.mean([np.trace(r)**2 for r, t in g])
    no_tau = np.mean([np.linalg.det(r)*np.trace(r)**2 for r, t in g])
    no_det = np.mean([t*np.trace(r)**2 for r, t in g])
    print(f'{name}, wrong counts without both signs, tau, det: '
          f'{abs(no_sign):.0f}, {abs(no_tau):.0f}, {abs(no_det):.0f}')
print('Trial matrix X, rows:', np.array2string(x_try, precision=3).replace('\n', ''))
print('Averaged X diagonal:', np.round(np.diag(averaged), 3))
print(f'Ordering temperature; example temperature: {t_neel:.0f}; {temp:.0f} K')
print(f'Ligand strength, reference distance, power: {w0} meV, {r0} angstrom, {power}')
print(f'Lattice susceptibility; Cr charge: {chi_lattice:.0f}; {ion_charge:.0f} e')
print(f'Single-ion anisotropy D: {anisotropy:.4f} meV')
print(f'Exchange constant Lambda: {exchange:.3f} meV')
print(f'Ordered moment <S> at 250 K: {sigma:.4f}')
print(f'Exchange field energy b at 250 K: {field:.3f} meV')
print(f'Cr displacement at 1 MV/cm: {u_field:.5f} angstrom')
print(f'Frozen-field alpha_perp, alpha_par: {bare[0,0]*to_ps:.4f}, {bare[2,2]*to_ps:.4f} ps/m')
print(f'Feedback divisors perp, par: {feedback[0]:.4f}, {feedback[2]:.4f}')
print(f'Model alpha_perp, alpha_par at 250 K: {alpha[0]:.4f}, {alpha[2]:.4f} ps/m')
print(f'Model alpha_perp, alpha_par at 50 K: {alpha_cold[0]:.4f}, {alpha_cold[2]:.6f} ps/m')
print(f'Ratio par/perp at 250 K, 50 K: {ratio:.4f}, {ratio_cold:.6f}')
off = np.abs(bare - np.diag(np.diag(bare))).max()*to_ps
print(f'Largest computed off-diagonal entry: {off:.1e} ps/m')
null_order = np.abs(responses['order +--+ along z']).max()*to_ps
print(f'Largest entry for +--+ order: {null_order:.1e} ps/m')
print(f'Reciprocity relative error: {reciprocity_error:.1e}')
print(f'mu0*M at 1 MV/cm perp, par: {alpha[0]*0.1:.5f}, {alpha[2]*0.1:.5f} mT')
pol = alpha*1e-12/const.mu_0*100
print(f'P at mu0*H = 1 T perp, par: {pol[0]:.3e}, {pol[2]:.3e} uC/cm2')
print(f'Omitted exchange striction, assumed {kappa:.0f} per angstrom: {striction:.4f} ps/m')
print(f'Alpha perp, par with ligands to 4 angstrom: {far_alpha[0]:.4f}, {far_alpha[2]:.4f} ps/m')
print(f'Largest nonlinear fraction at 1 MV/cm: {nonlinear:.1e}')
print(f'Apparent xz entry from 1 degree tilt: {leak:.5f} ps/m')
print(f'Relative shift on halving derivative step: {step_shift:.1e}')
print('success')
```

Printed output:

```
Cell a, c: 4.96, 13.60 angstrom; z_Cr, x_O: 0.348, 0.306
Lattice candidates; crystal point operations: 24; 12
Cr2O3 order +-+- along z: operations 12, constants 2, entries xx yy zz
order +--+ along z: operations 12, constants 0, entries none
order +-+- along x: operations 4, constants 4, entries xy xz yx zx
order +-+- along y: operations 4, constants 5, entries xx yy yz zy zz
paramagnet: operations 24, constants 0, entries none
Cr2O3 classes: det, tau, trace, count, contribution to sum
  +1, +1, +3, 1, 9
  +1, +1, +0, 2, 0
  +1, +1, -1, 3, 3
  -1, -1, +1, 3, 3
  -1, -1, +0, 2, 0
  -1, -1, -3, 1, 9
Cr2O3 order +-+- along z, wrong counts without both signs, tau, det: 2, 0, 0
order +--+ along z, wrong counts without both signs, tau, det: 2, 0, 2
Trial matrix X, rows: [[-0.652 -0.175  1.664] [ 0.659 -1.641 -0.005] [-0.623  0.149 -1.608]]
Averaged X diagonal: [-1.147 -1.147 -1.608]
Ordering temperature; example temperature: 310; 250 K
Ligand strength, reference distance, power: 0.4 meV, 2.0 angstrom, 5
Lattice susceptibility; Cr charge: 6; 3 e
Single-ion anisotropy D: -0.0367 meV
Exchange constant Lambda: 21.371 meV
Ordered moment <S> at 250 K: 0.9691
Exchange field energy b at 250 K: 20.712 meV
Cr displacement at 1 MV/cm: 0.00267 angstrom
Frozen-field alpha_perp, alpha_par: 0.2277, -0.3886 ps/m
Feedback divisors perp, par: 1.9982, 1.6399
Model alpha_perp, alpha_par at 250 K: 0.1139, -0.2370 ps/m
Model alpha_perp, alpha_par at 50 K: 0.2206, -0.004520 ps/m
Ratio par/perp at 250 K, 50 K: -2.0797, -0.020488
Largest computed off-diagonal entry: 4.7e-10 ps/m
Largest entry for +--+ order: 7.2e-12 ps/m
Reciprocity relative error: 5.9e-08
mu0*M at 1 MV/cm perp, par: 0.01139, -0.02370 mT
P at mu0*H = 1 T perp, par: 9.067e-06, -1.886e-05 uC/cm2
Omitted exchange striction, assumed 1 per angstrom: 9.7426 ps/m
Alpha perp, par with ligands to 4 angstrom: 0.1169, -0.2366 ps/m
Largest nonlinear fraction at 1 MV/cm: 1.8e-05
Apparent xz entry from 1 degree tilt: -0.00612 ps/m
Relative shift on halving derivative step: 1.8e-08
success
```
